# Zero Thomson Coefficient, Nonzero Peltier Heat: Thermoelectric Heating at Junctions

A Seebeck coefficient \(S\) that does not depend on temperature makes the Thomson coefficient \(\tau=T\,dS/dT\) vanish, and with it the Thomson heat inside a homogeneous conductor. It does not remove thermoelectric heat from a device. Where a current density \(J\) passes from material A to material B, the junction still releases the Peltier heat

\[
Q_{A\to B}=J\,(S_A-S_B)\,T
\]

per unit area and time. A negative value means that heat is absorbed. In the model memory cell worked out below, both materials are assigned \(\tau=0\), yet one junction absorbs 90 µW and the other releases 95 µW, while Joule heating in the film between them is 200 µW.

## The belief and its appeal

The belief runs as follows. The heat equation of a current-carrying conductor contains a Joule term, \(\rho J^2\), and a thermoelectric term, \(-\tau J\,dT/dx\). If \(S\) is constant, \(\tau=0\), the second term drops out, and Joule heating is all that remains. A simulation with constant \(S\) may therefore leave thermoelectricity out.

Every sentence but the last is correct for the interior of a homogeneous, isotropic material. (In an anisotropic crystal with spreading current, a constant \(S\) that differs between directions still leaves the Bridgman heat, \(-T(S_x-S_y)\,\partial J_x/\partial x\) for flow in a plane; it is absent from the one-dimensional flow treated here.) The error lies in carrying the equation across a boundary. There \(S\) changes because the material changes, even if neither material's \(S\) changes with temperature. To see what happens, we need the heat equation before \(dS/dx\) has been replaced by \((dS/dT)(dT/dx)\).

## What the carriers transport

The algebra uses atomic units, with \(e=1\) and electron charge \(-1\); \(k_B\) is kept. Transport is one-dimensional, steady, local and linear in the gradients. A prime on a quantity that depends on position means \(d/dx\), and positive \(J\) points along \(+x\).

Let electrons at each energy \(E\) diffuse independently with a weight \(\Sigma(E)\). Here \(E\) includes electrostatic energy and \(\mu\) is the electrochemical potential. The occupation \(f\) depends on \((E-\mu)/T\) alone, so at fixed \(E\)

\[
\frac{\partial f}{\partial x}=\left(-\frac{\partial f}{\partial E}\right)\left[\mu'+\frac{E-\mu}{T}\,T'\right].
\]

The particle flux at each energy is \(-\Sigma\,\partial f/\partial x\). Define \(K=\int\Sigma(-\partial f/\partial E)\,dE\), and let angle brackets denote an average with the weight \(\Sigma(-\partial f/\partial E)/K\). The total particle flux is then

\[
N=-K\left[\mu'+\frac{\langle E-\mu\rangle}{T}T'\right].
\]

The electric current is \(J=-N\), and the potential per unit positive charge is \(\phi=-\mu\). Solving for \(\phi'\) gives

\[
-\phi'=\rho J+S\,T',\qquad \rho=\frac1K,\qquad S=-\frac{\langle E-\mu\rangle}{T}.
\]

Each electron carries heat \(E-\mu\), so the electronic heat flux is

\[
q_e=-K\left[\langle E-\mu\rangle\mu'+\frac{\langle (E-\mu)^2\rangle}{T}T'\right].
\]

From the current equation, \(\mu'=J/K-\langle E-\mu\rangle T'/T\). Inserting this leaves

\[
q_e=-\langle E-\mu\rangle J-\frac{K}{T}\left[\langle (E-\mu)^2\rangle-\langle E-\mu\rangle^2\right]T'.
\]

The first coefficient is the Peltier coefficient, \(\Pi=-\langle E-\mu\rangle=TS\). The second is electronic heat conduction. Adding the conduction by the lattice gives a total conductivity \(k\) and

\[
q=STJ-kT'.
\]

A constant \(S\) is possible in this picture. Take a level at \(E_0\), much narrower than \(k_BT\), with a fixed filled fraction \(c\). The Fermi function gives \(E_0-\mu=k_BT\ln[(1-c)/c]\), and therefore

\[
S=k_B\ln\frac{c}{1-c},\qquad \Pi=k_BT\ln\frac{c}{1-c}.
\]

The temperature has cancelled from \(S\) but not from \(\Pi\). For \(c=0.641\), a calculation of the flow between two reservoirs gives 50 µV/K at 300, 400 and 500 K. The heat per unit charge at the same temperatures is 15, 20 and 25 mV. The constancy fails once \(k_BT\) drops below the width of the level. For a flat level 2 meV wide at the same filling, \(S\) is 49 µV/K at 23 K, where \(k_BT\) equals the width, 45 µV/K at 10 K and 18 µV/K at 3 K. It cannot be continued down to \(T=0\).

## One term, two effects

The energy flux is the heat flux plus the potential energy carried by the charge:

\[
w=\phi J+STJ-kT'.
\]

In steady state \(J\) is uniform and, without losses through the sides, \(w\) is uniform too. Differentiating,

\[
0=\phi'J+JST'+JTS'-(kT')'.
\]

The first transport law gives \(\phi'J=-\rho J^2-JST'\). The two terms in \(JST'\) cancel, leaving

\[
(-kT')'=\rho J^2-JT\,\frac{dS}{dx}.
\]

The left side is the heat that conduction must carry away from each unit volume, so the right side is the heat released there. All the thermoelectric heat in this model sits in the last term.

Inside a homogeneous material, \(S\) varies with position through temperature alone. Then \(dS/dx=(dS/dT)T'\), and the term becomes the Thomson heat \(-\tau JT'\). For constant \(S\) it is zero.

At a junction, integrate over a layer so thin that \(T\) is the same throughout. The thermoelectric part gives

\[
-JT\int\frac{dS}{dx}\,dx=-JT(S_{\rm right}-S_{\rm left})=J(S_{\rm left}-S_{\rm right})T.
\]

This is the Peltier heat stated at the start. If the layer has an electrical contact resistance \(r_c\) (resistance times area), the Joule term adds \(J^2r_c\). Reversing the current changes the sign of the Peltier heat at a given temperature but, for an ohmic contact with constant \(r_c\), leaves the contact's Joule heat as it was.

Two refinements follow from the same term. A nonzero \(S\) is not sufficient for junction heat: where \(T\) is continuous across the junction, the two coefficients must differ. (A temperature jump at the contact changes this, as the last section shows.) And if composition varies gradually, \(S\) depends on position even at fixed temperature, so thermoelectric heat is distributed through the material although \(\tau=0\). This is Peltier heat spread out, and the word "homogeneous" in the opening statement excludes it.

## Why the changing Peltier flux releases nothing

A careful reader may now object from the other side. With constant \(S\), the Peltier flux \(STJ\) still grows with temperature. Should a current flowing towards a hotter region not absorb heat on the way?

The carriers do need more heat as they go, by \(JST'\) per unit volume. But the electrical power delivered there is

\[
-\phi'J=\rho J^2+JST',
\]

and its second part, the work done against the Seebeck field, supplies just that amount. Nothing is taken from the lattice. At a junction with uniform temperature and no contact resistance there is no such compensation: \(\phi\) is continuous while \(STJ\) jumps, so conduction has to make up the difference.

## A film between two leads

Consider a film B of length \(L\) between two equal leads A of length \(a\), with the outer ends held at \(T_0\). All coefficients are constant. Define

\[
G_A=\frac{k_A}{a},\quad G_B=\frac{k_B}{L},\quad h=J(S_B-S_A),
\]

\[
P_A=J^2\rho_Aa,\quad P_B=J^2\rho_BL,\quad P_c=J^2r_c.
\]

From here on \(k_B\) is the film's heat conductivity, not Boltzmann's constant.

In a slab with conductance \(G\), Joule power \(P\) and end temperatures \(T_l,T_r\), the equation \(kT''=-\rho J^2\) has the solution

\[
T=T_l+(T_r-T_l)u+\frac{P}{2G}\,u(1-u),
\]

where \(u\) runs from 0 to 1 across the slab. Its slope at the ends shows that conduction delivers \(G(T_l-T_r)+P/2\) to the right end and \(G(T_r-T_l)+P/2\) to the left end. Half the Joule heat goes each way, apart from ordinary conduction.

At junction 1 the current enters the film and the Peltier heat is \(-hT_1\). At junction 2 it leaves, and the Peltier heat is \(+hT_2\). The heat arriving at and released in each junction must sum to zero:

\[
G_A(T_0-T_1)+G_B(T_2-T_1)+\tfrac12(P_A+P_B)+P_c-hT_1=0,
\]

\[
G_A(T_0-T_2)+G_B(T_1-T_2)+\tfrac12(P_A+P_B)+P_c+hT_2=0.
\]

With \(F=G_AT_0+\tfrac12(P_A+P_B)+P_c\), these become

\[
(G_A+G_B+h)T_1-G_BT_2=F,
\]

\[
-G_BT_1+(G_A+G_B-h)T_2=F.
\]

Multiply the first by \(G_A+G_B-h\), the second by \(G_B\), and add. This eliminates \(T_2\); the other temperature follows by exchanging the junctions and the sign of \(h\):

\[
T_{1,2}=\frac{F\,(G_A+2G_B\mp h)}{D},\qquad D=G_A(G_A+2G_B)-h^2.
\]

The difference is

\[
T_2-T_1=\frac{2hF}{D}.
\]

It is odd in \(J\), because \(F\) and \(D\) are even. If \(S_A=S_B\), it vanishes, however large the common Seebeck coefficient.

The hottest point of the film follows from setting the slope of its parabola to zero:

\[
(T_2-T_1)+\frac{P_B}{2G_B}(1-2u)=0
\quad\Rightarrow\quad
u-\frac12=\frac{G_B(T_2-T_1)}{P_B}.
\]

This holds while the right side is below \(1/2\) in magnitude. Otherwise the hottest point of the film is at a junction; in the cell below this is the case under about 2.5 MA/cm² (and formally again above about 116 MA/cm², where constant coefficients have long failed).

## The number

Take a phase-change memory via cell: a 50 nm crystalline chalcogenide film between 100 nm metal-nitride electrodes, 200 nm wide, with the outer ends at 300 K. The parameters are round values, typical only in a rough sense:

- Heat conductivity: 15 W/(m K) in the leads, 2 W/(m K) in the film.
- Resistivity: 0.1 mΩ cm in the leads, 1 mΩ cm in the film.
- Seebeck coefficient: −10 µV/K in the leads, 50 µV/K in the film.
- Contact resistance: \(10^{-8}\) Ω cm² at each junction.
- Current density: 10 MA/cm², which is 4 mA in total.

These give \(G_A=150\), \(G_B=40\) and \(h=6\) MW/(m² K). The Joule powers per area are \(P_A=1\), \(P_B=5\) and \(P_c=10\) GW/m², so

\[
F=45+\tfrac12(1+5)+10=58\ \text{GW/m}^2,
\]

\[
D=150\times230-6^2=34\,464\ (\text{MW/(m}^2\,\text{K}))^2.
\]

The junction temperatures are

\[
T_1=\frac{58\,000\times224}{34\,464}=377\ \text{K},\qquad
T_2=\frac{58\,000\times236}{34\,464}=397\ \text{K}.
\]

Without Peltier heat they would be equal. The 20 K between them is due to the term that the belief discards. The hottest point of the film, at 404 K, is displaced towards junction 2 by

\[
50\ \text{nm}\times\frac{40\times20.19}{5000}=8.1\ \text{nm}.
\]

Reversing the current moves it 8.1 nm to the other side. Without Peltier heat both junctions would be at \(F/G_A=387\) K and the peak at \(387+P_B/(8G_B)=402\) K. In this ideal stack the belief thus misses the peak temperature by only 2 K; what it mainly misses is the asymmetry and the position of the hot spot. With the thermal boundary resistance of the last section the miss grows to between 4 and 10 K (Peltier heat shared or on the film side), and to 14 K in the combined case.

The Peltier heats are \(hT_1\) and \(hT_2\) times the area: −90.5 µW at junction 1 and +95.3 µW at junction 2. Per elementary charge their magnitudes are 0.0226 and 0.0238 eV. As a test, the two transport laws were integrated through the whole stack with \(w\) conserved and no Peltier heat put in by hand. The junction temperatures agreed with the formula, and the temperature slopes on either side of each junction gave the same −90.5 and +95.3 µW. With 50 µV/K in leads and film alike, the 20 K difference disappeared.

The two Peltier heats nearly cancel, which can suggest that they do not matter. Their sum is \(h(T_2-T_1)\), or 4.85 µW, against 1080 µW of Joule heat in the whole stack. The Seebeck part of the supply voltage pays for it:

\[
S_A(T_1-T_0)+S_B(T_2-T_1)+S_A(T_0-T_2)=(S_B-S_A)(T_2-T_1).
\]

This is 60 µV/K times 20.19 K, or 1.21 mV, and at 4 mA it supplies 4.85 µW. Were the junctions at equal temperatures, the sum would be zero. Peltier heat would then be moved from one junction to the other without adding to the total. A small sum therefore says little about the local heating.

## Weak and strong currents

Peltier heat is proportional to \(J\) at fixed temperature, and Joule heat to \(J^2\), so weak currents favour the Peltier effect. Junction 1 can even fall below \(T_0\). Write \(F=G_AT_0+Q\), where \(Q\) collects the Joule terms. Inserting the formula for \(T_1\) and multiplying by \(D>0\) turns the condition \(T_1<T_0\) into \(Q(G_A+2G_B-h)<T_0h(G_A-h)\). For \(h\) small compared with \(G_A\), this reduces to

\[
Q\,(G_A+2G_B)<G_AT_0h.
\]

At 10 MA/cm², \(Q=13\) GW/m², while \(G_AT_0h/(G_A+2G_B)=150\times300\times6/230\) MW/m², or 1.17 GW/m². Since \(Q\) scales as \(J^2\) and \(h\) as \(J\), the condition is met below \(10\times1.17/13\approx0.9\) MA/cm². In this model, then, a device with no Thomson heat anywhere can cool one of its junctions below its surroundings, though in this cell by at most 0.18 K, reached near 0.45 MA/cm² (0.76 K without contact resistance, 0.07 K with \(3\times10^{-8}\) Ω cm²).

At the other extreme, the formula requires \(h^2<G_A(G_A+2G_B)\). Beyond that, the Peltier release at junction 2 grows with temperature faster than conduction can remove it, and the equations have no steady solution with positive temperatures. For these parameters the limit is 310 MA/cm². Joule heating would then be about a thousand times larger than in the example, so constant coefficients would have failed long before. The limit depends strongly on the model: the thermal boundary resistance considered below lowers it to about 250 or 150 MA/cm² (Peltier heat shared between its sides, or all on the film side), and a film with 300 µV/K lowers it to 60 MA/cm².

## How far the model can be trusted

The cell is wider than modern ones, and its 4 mA is a large current for a memory cell; the width was chosen to make one-dimensional heat flow reasonable. Its peak temperature is far below the melting point of common phase-change alloys, roughly 900 K, so the example is not a melting pulse. The two contacts produce 800 of the 1080 µW of Joule heat, which makes the temperatures sensitive to a poorly known contact resistance; through \(F\) the difference follows, from 16.7 K at \(r_c=0\) to 27 K at \(3\times10^{-8}\) Ω cm². Seebeck coefficients of crystalline chalcogenides range from tens to a few hundred µV/K, depending on phase and doping; at unchanged resistivity, a film with 20 or 300 µV/K would give a difference of 10 or 107 K, the latter with the hottest point at junction 2. But \(S\) and \(\rho\) are linked: 300 µV/K at 1 mΩ cm and 2 W/(m K) would be \(ZT\approx1.8\). In a single parabolic band, going from 50 to 300 µV/K by doping raises \(\rho\) by a factor that depends on the scattering: about 25 for acoustic phonons, 47 for a constant relaxation time, 94 for a relaxation time proportional to \(E^{1/2}\), and 12 for one proportional to \(E^{3/2}\) and inverse to the carrier density (ionized impurities). At this current the model's peak passes 900 K once the factor exceeds about 16.

The constant \(S\) is itself an idealization. The narrow level shows that it is possible but does not describe this film: such a level has almost no electronic heat conduction, and a parabolic band with 50 µV/K at fixed carrier density is degenerate, with \(S\) close to proportional to \(T\) and \(\tau\approx S\). If the film's \(S\) is instead proportional to \(T\), with the same value at the mean junction temperature, Thomson heat appears. At the points sampled in the film it reaches 7.4% of the Joule heat density, and \(T_2-T_1\) changes from 20.2 to 20.7 K. With the leads' \(S\) proportional to \(T\) as well, it is 20.3 K. In this example the Thomson effect is a small correction to a temperature difference that Peltier heat has already made. The temperature at which the listed values hold matters more: if both are proportional to \(T\) and hold at 300 K, \(S_B-S_A\) is about 29% larger at the junctions and the difference is 26 K.

Constant \(k\) is an idealization too: letting its electronic part grow in proportion to \(T\) gives 20.3 K if the listed conductivities hold at 387 K and 17.8 K if they hold at 300 K. Three other neglected effects can matter more than the Thomson heat. With the current density and remaining parameters held fixed:

- A thermal boundary resistance of 10 m² K/GW at each contact raises the difference between the film's ends to 26.5 K and the peak to 481 K, if the contact's Joule heat is spread evenly through the resistance and the Peltier heat is split equally between its two sides. Moving these sources to one side or the other gives differences from 13 to 44 K and peaks from 428 to 537 K.
- Heat loss through the sides into an oxide of conductivity 1 W/(m K), treated as a loss term across 100 nm of oxide to a sink at 300 K, lowers the difference to 19.2 K (16.1 K for 20 nm of oxide, 19.8 K for 300 nm). A round cell of the same area in 100 to 400 nm of oxide, solved in two dimensions, gives about 18 K averaged over the cross-section (16.4 K for 20 nm of oxide), with 14 to 18 K between axis and edge at the film's midplane.
- Spreading each Peltier source over an assumed 5 nm inside the film lowers it to 18.3 K (19.4, 16.4 and 12.4 K for 2, 10 and 20 nm). The combined cases below keep 5 nm unless stated.

These three changes and the \(S\propto T\) law together give 39.0 K and an offset of 20.8 nm (41.5 K and 23.2 nm for 2 nm of spreading, 34.7 K and 17.7 nm for 10 nm), more than the separate changes add up to. Part of the reason is where the heat is released. In the boundary-resistance case alone, half of each Peltier source lies on the lead side of the resistance; in the combined case all of it lies on the film side. For a source there, the path out through boundary and lead has conductance \(1/(1/150+0.010)=60\) MW/(m² K), and the path to the film's midplane has \(2G_B=80\). At about 450 K this gives a difference of \(2\times6\times450/140\approx39\) K. The boundary resistance alone, with all Peltier heat on the film side, indeed gives 39.7 K. The match with the combined case comes from a cancellation. Spreading and side loss lower the difference to 33.9 K. The \(S\propto T\) law, still fixed to 50 µV/K at 387 K, gives 58 µV/K at the new mean junction temperature of 447 K and raises it again. Fixed to 50 µV/K at that higher temperature, it gives 34.4 K.

The model's 20 K is thus uncertain by at least a factor of two to three from these effects alone: over combinations of them, and of the side of the boundary resistance on which the contact heat is released, the difference ranges from 12 to 57 K for 10 m² K/GW, 100 nm of oxide and 5 nm of spreading. With 20 nm of oxide and 20 nm of spreading it falls to 9 K, and the range becomes 15 to 38 K for a boundary resistance of 5 m² K/GW and 8 to 135 K for 25 m² K/GW. In these cases the junction where current leaves the film was always the hotter one, and in the cases listed above reversing the current exchanged the two. All of them assume equal leads, equal contacts, \(S_B>S_A\), and a contact whose own Seebeck coefficient \(S_c\) lies between \(S_A\) and \(S_B\). Outside these limits both range and sign can fail. With the boundary resistance above, the difference vanishes at \(S_c=80\) µV/K, is −54 K at 200 µV/K and +132 K at −200 µV/K, and with 50 µV/K in leads and film alike, \(S_c=200\) µV/K still gives −67 K. A simple thermionic barrier with this zero-bias contact resistance has \(|S_c|\) between about 160 and 390 µV/K for effective masses of 0.15 to 2. The drop \(Jr_c=0.1\) V is, however, about \(3k_BT/e\) (Boltzmann's constant here), and emission over such a barrier at fixed height saturates at 3 to 5 MA/cm², so at 10 MA/cm² constant \(r_c\) and \(S_c\) are only a rough guide. Without boundary resistance, contact resistances 23% above the mean at junction 1 and 23% below it at junction 2 cancel the 20 K; that contribution does not reverse with the current. Rectification does reverse, because the two contacts are biased in opposite senses. A contact that drops 69 mV in one direction and 97 mV in the other turns the 20 K into 7.4 or 32 K, depending on which direction is the easy one, and gives 12 K even with \(S_A=S_B\). Reversal alone therefore does not identify Peltier heat.

A constant Seebeck coefficient therefore permits one simplification, dropping the Thomson term inside each homogeneous layer. The boundary condition between layers must still contain \(J(S_{\rm left}-S_{\rm right})T\). Where a thermal boundary resistance makes \(T\) jump, one must also say how this heat is divided: a contact with its own coefficient \(S_c\) releases \(J(S_{\rm left}-S_c)T_{\rm left}\) on one side and \(J(S_c-S_{\rm right})T_{\rm right}\) on the other, and the two parts can have opposite signs.

## Table of computed values

```
end temperature T0: 300 K
lead length, film length, width: 100, 50, 200 nm
heat conductivity lead, film: 15, 2 W/(m K)
resistivity lead, film: 0.1, 1.0 mOhm cm
Seebeck lead, film: -10, 50 uV/K
contact resistance times area: 1e-08 Ohm cm2
current density: 10 MA/cm2
current: 4.0 mA
GA, GB, h: 150.0, 40.0, 6.0 MW/(m2 K)
F: 58.00 GW/m2
level filling giving the film S: 0.641
narrow level at 300 K: S 49.99 uV/K, Peltier 15.00 mV
narrow level at 400 K: S 50.00 uV/K, Peltier 20.00 mV
narrow level at 500 K: S 50.00 uV/K, Peltier 25.00 mV
broad band S at 300, 500 K: -115, -144 uV/K
junction temperatures T1, T2 (formula): 376.97, 397.17 K
junction temperatures T1, T2 (integrated): 376.97, 397.17 K
T2 - T1: 20.19 K
same, current reversed: -20.19 K
same, equal Seebeck in lead and film: 0.00 K
hottest film temperature: 404.33 K
hot spot offset from film centre: 8.08 nm
hot spot offset, current reversed: -8.08 nm
Peltier heat released at junctions 1, 2: -90.5, 95.3 uW
same from temperature slopes: -90.5, 95.3 uW
Peltier energy per carrier at junctions 1, 2: 0.0226, 0.0238 eV
Joule heat film, each lead, each contact: 200, 40, 400 uW
net Peltier heat: 4.85 uW
total Joule heat, supply power: 1080.00, 1084.85 uW
largest Thomson/Joule density, S constant: below 0.001 %
largest Thomson/Joule density, S prop. to T: 7.36 %
current density limit of the formula: 310 MA/cm2
assumed thermal boundary resistance: 10 m2 K/GW
assumed oxide heat conductivity: 1 W/(m K)
model as solved: T2-T1 20.2 K, offset 8.1 nm, peak 404 K
S of film prop. to T: T2-T1 20.7 K, offset 8.6 nm, peak 404 K
thermal boundary resistance: T2-T1 26.5 K, offset 10.6 nm, peak 481 K
side loss into oxide: T2-T1 19.2 K, offset 9.4 nm, peak 395 K
junction smeared over 5 nm: T2-T1 18.3 K, offset 9.7 nm, peak 405 K
all four together: T2-T1 39.0 K, offset 20.8 nm, peak 470 K
electronic heat conductivity of film at T0, peak: 0.73, 0.99 W/(m K)
ohmic field in film: 0.010 MV/cm
```
